# Why NiSi2 Appears Abruptly: Small Driving Force, Large Nucleation Barrier: test program

```python
"""
Result under test: in NiSi + Si -> NiSi2 a small driving force g delays the new
phase through the nucleation barrier W = (16 pi/3) gamma^3 Omega^2 S / g^2,
whereas diffusional growth, L^2 = 8 D g t / kT, is slowed only linearly.
Symbols: g      free energy released per NiSi2 formula unit (eV)
         gamma  energy of each new interface, gamma0 of the NiSi/Si interface
         Omega  volume per NiSi2 unit, ell = Omega^(1/3)
         S      shape factor of a symmetric lens, D diffusivity, d film thickness
Internal units: eV, angstrom, second, kelvin.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

kB = const.k / const.e
OMEGA = 40.0
ELL = OMEGA ** (1 / 3)
FILM = 500.0
ANNEAL = 30.0
BASE = dict(h=0.02, s=2e-5, add=0.0, gmul=1.0, gamma=0.015, gamma0=0.024,
            D0=1e-3 * 1e16, Q=1.5, wmul=1.0, imul=1.0, vmul=1.0)


def variant(**changes):
    return {**BASE, **changes}


def drive(T, p=BASE):
    return p["gmul"] * (p["h"] + p["s"] * T) + p["add"]


def diffusivity(T, p=BASE):
    return p["D0"] * np.exp(-p["Q"] / (kB * T))


def barrier(T, p=BASE):
    c = p["gamma0"] / (2 * p["gamma"])
    shape = (2 - 3 * c + c ** 3) / 2
    return (p["wmul"] * 16 * np.pi / 3 * p["gamma"] ** 3 * OMEGA ** 2
            * shape / drive(T, p) ** 2)


def nucleation(T, p=BASE):
    """Rate per area, attachment rate and Zeldovich factor."""
    W, g = barrier(T, p), drive(T, p)
    c = p["gamma0"] / (2 * p["gamma"])
    radius = 2 * p["gamma"] * OMEGA / g
    attach = 4 * np.pi * radius ** 2 * (1 - c) * diffusivity(T, p) / ELL ** 4
    zeld = np.sqrt(W / (3 * np.pi * kB * T)) / (2 * W / g)
    rate = p["imul"] * attach * zeld * np.exp(-W / (kB * T)) / ELL ** 2
    return rate, attach, zeld


def edge_speed(T, p=BASE):
    return p["vmul"] * 4 * diffusivity(T, p) * drive(T, p) / (kB * T * FILM)


def half_time(T, p=BASE):
    return (3 * np.log(2) / (np.pi * nucleation(T, p)[0]
                             * edge_speed(T, p) ** 2)) ** (1 / 3)


def diffusion_time(T, p=BASE):
    return FILM ** 2 * kB * T / (8 * diffusivity(T, p) * drive(T, p))


def T_island(fraction=0.5, p=BASE):
    """Temperature giving this converted fraction after the anneal."""
    def gap(T):
        ext = np.pi / 3 * nucleation(T, p)[0] * edge_speed(T, p) ** 2 * ANNEAL ** 3
        return np.log(ext) - np.log(-np.log(1 - fraction))
    return brentq(gap, 450, 2000)


def T_layer(fraction=1.0, p=BASE):
    """Same for a continuous layer that needs no nucleation."""
    return brentq(lambda T: np.log(fraction ** 2 * diffusion_time(T, p) / ANNEAL),
                  350, 2000)


# ---- lens barrier by quadrature and a numerical search for the saddle point
nodes, weights = np.polynomial.legendre.leggauss(60)
r_nodes, r_weights = (nodes + 1) / 2, weights / 2


def lens(aspect):
    """Area and volume of a double cap with unit base radius."""
    R = (1 + aspect ** 2) / (2 * aspect)
    root = np.sqrt(R ** 2 - r_nodes ** 2)
    height = root - (R - aspect)
    stretch = np.sqrt(1 + (r_nodes / root) ** 2)
    ring = 2 * np.pi * r_nodes * r_weights
    return 2 * np.sum(ring * stretch), 2 * np.sum(ring * height)


def pass_height(aspect, T):
    area, vol = lens(aspect)
    surf = BASE["gamma"] * area - BASE["gamma0"] * np.pi
    bulk = vol * drive(T) / OMEGA
    best = minimize_scalar(lambda x: -(surf * x ** 2 - bulk * x ** 3),
                           bounds=(0.1, 300), method="bounded",
                           options={"xatol": 1e-7})
    return -best.fun


T_on = T_island()
saddle = minimize_scalar(lambda a: pass_height(a, T_on), bounds=(0.05, 0.9),
                         method="bounded", options={"xatol": 1e-7})
W_on, g_on, kT_on = barrier(T_on), drive(T_on), kB * T_on
theta = np.arccos(BASE["gamma0"] / (2 * BASE["gamma"]))
assert abs(saddle.fun / W_on - 1) < 1e-6
assert abs(2 * np.arctan(saddle.x) - theta) < 1e-3


# ---- nucleation rate from the full chain of cluster sizes
def chain(T, p=BASE):
    """Steady flux per area and slowest relaxation rate of the cluster chain."""
    area, vol = lens(saddle.x)
    n_max = int(3 * 2 * barrier(T, p) / drive(T, p))
    n = np.arange(1, n_max + 1)
    size = (n * OMEGA / vol) ** (1 / 3)
    energy = (p["gamma"] * area - p["gamma0"] * np.pi) * size ** 2 - n * drive(T, p)
    gain = area * size ** 2 * diffusivity(T, p) / ELL ** 4
    loss = np.zeros(n_max)
    loss[1:] = gain[:-1] * np.exp(np.diff(energy) / (kB * T))
    population = 1 / gain[-1]          # unit flux, empty state past the end
    for k in range(n_max - 2, -1, -1):
        population = (1 + loss[k + 1] * population) / gain[k]
    flux = np.exp(-energy[0] / (kB * T)) / ELL ** 2 / population
    slow = eigh_tridiagonal(loss[1:] + gain[1:], -np.sqrt(gain[1:-1] * loss[2:]),
                            eigvals_only=True, select="i", select_range=(0, 0))[0]
    return flux, slow


rate_on, attach_on, zeld_on = nucleation(T_on)
flux_on, slow_on = chain(T_on)
assert abs(flux_on / rate_on - 1) < 0.03   # Gaussian treatment of the pass
assert 0.4 < slow_on / (2 * np.pi * attach_on * zeld_on ** 2) < 2.5

slope = BASE["s"] * T_on / g_on
E_nuc = BASE["Q"] + W_on * (1 + 2 * slope) - kT_on / 2
E_numeric = kB * T_on ** 2 * (np.log(chain(T_on + 1)[0])
                              - np.log(chain(T_on - 1)[0])) / 2
assert abs(E_nuc - E_numeric) < 0.04

# ---- diffusion law: local equilibrium at both faces, then hops plane by plane
G_NiSi, G_Si = -1.3, -0.4
G_NiSi2 = G_NiSi + G_Si - g_on
mu_left = np.linalg.solve([[1, 1], [1, 2]], [G_NiSi, G_NiSi2])[0]
mu_right = np.linalg.solve([[0, 1], [1, 2]], [G_Si, G_NiSi2])[0]
drop = mu_left - mu_right
assert abs(drop - 2 * g_on) < 1e-12
planes = np.arange(1, int(round(FILM / ELL)) + 1)
hops = diffusivity(T_on) / ELL ** 2 * 2 * np.sinh(drop / (2 * planes * kT_on))
hop_time = np.sum(1 / (2 * hops))      # one nickel atom makes two units
assert abs(hop_time / diffusion_time(T_on) - 1) < 0.02   # finite plane number

# ---- impingement law against randomly placed growing discs
rng = np.random.default_rng(7)
reach = 0.1
mean_count = 3 * np.log(2) / (np.pi * reach ** 2)
covered = []
for _ in range(800):
    count = rng.poisson(mean_count)
    centres, ages = rng.random((count, 2)), rng.random(count)
    probes = rng.random((100, 2))
    delta = np.abs(probes[:, None, :] - centres[None, :, :])
    delta = np.minimum(delta, 1 - delta)
    hit = np.sum(delta ** 2, axis=2) < (reach * ages) ** 2
    covered.append(np.mean(hit.any(axis=1)))
X_random = np.mean(covered)
assert abs(X_random - 0.5) < 0.02      # sampling error

# ---- the ratio of times does not depend on D (rate taken from the chain)
ratios = []
for p in (BASE, variant(D0=10 * BASE["D0"])):
    t_half = (3 * np.log(2) / (np.pi * chain(T_on, p)[0]
                               * edge_speed(T_on, p) ** 2)) ** (1 / 3)
    ratios.append(t_half / diffusion_time(T_on, p))
assert abs(ratios[1] / ratios[0] - 1) < 1e-6

# ---- abruptness
width = T_island(0.9) - T_island(0.1)
E_edge = BASE["Q"] + kT_on * (slope - 1)
width_formula = (np.log(np.log(10) / np.log(10 / 9)) * kB * T_on ** 2
                 / (E_nuc + 2 * E_edge))
assert abs(width_formula / width - 1) < 0.05
flat = variant(h=g_on, s=0.0)
width_flat = T_island(0.9, flat) - T_island(0.1, flat)
T_diff = T_layer()
width_layer = T_layer(0.9) - T_layer(0.1)
assert width < width_flat < width_layer / 2
assert T_on > T_diff + 50

# ---- causal tests: larger driving force, smaller interface energy, amorphous Si
f_cross = brentq(lambda f: T_island(0.5, variant(gmul=f))
                 - T_layer(1.0, variant(gmul=f)), 1.0, 3.0)
T_cross = T_layer(1.0, variant(gmul=f_cross))
soft = variant(gamma=BASE["gamma"] / 2, gamma0=BASE["gamma0"] / 2)
assert T_island(0.5, soft) < T_layer(1.0, soft)
amorphous = variant(add=0.1)
T_amorphous = T_layer(1.0, amorphous)
assert T_island(0.5, amorphous) < T_amorphous

# ---- elastic energy of an unrelaxed volume misfit (rough moduli and volumes)
shear, poisson = 60.0, 0.25
V_old, V_new = 24.0 + 20.0, OMEGA
misfit = (V_old - V_new) / V_old
bulk_mod = 2 * shear * (1 + poisson) / (3 * (1 - 2 * poisson))
strain = misfit / 3
wall = 3 * bulk_mod * strain / (3 * bulk_mod + 4 * shear)
outside = quad(lambda r: 3 * r ** 2 * 6 * shear * wall ** 2 / r ** 6, 1, np.inf)[0]
direct = 4.5 * bulk_mod * (strain - wall) ** 2 + outside
density = 2 / 9 * shear * (1 + poisson) / (1 - poisson) * misfit ** 2
assert abs(direct / density - 1) < 1e-8
E_strain = density * 1e9 * 1e-30 / const.e * V_old


def shift(**changes):
    return T_island(0.5, variant(**changes)) - T_on


# ---- printed numbers
R_on = 2 * BASE["gamma"] * OMEGA / g_on
to_SI = const.e * 1e20
print(f"film thickness {FILM / 10:.0f} nm, anneal {ANNEAL:.0f} s")
print(f"gamma {BASE['gamma']:.3f}, gamma0 {BASE['gamma0']:.3f} eV/A^2")
print(f"gamma {BASE['gamma'] * to_SI:.2f}, gamma0 {BASE['gamma0'] * to_SI:.2f} J/m^2")
print(f"contact angle {np.degrees(theta):.1f} deg")
print(f"shape factor S {(2 - 3*np.cos(theta) + np.cos(theta)**3) / 2:.4f}")
print(f"half-conversion temperature {T_on:.0f} K = {T_on - 273.15:.0f} C")
print(f"kT there {kT_on:.4f} eV")
print(f"driving force g there {g_on:.4f} eV per unit")
print(f"barrier W: formula {W_on:.4f}, saddle search {saddle.fun:.4f} eV")
print(f"W/kT {W_on / kT_on:.1f}, W/3kT {W_on / kT_on / 3:.1f}")
print(f"critical cap radius {R_on:.1f} A, base radius {R_on*np.sin(theta):.1f} A")
print(f"full lens height {2 * R_on * (1 - np.cos(theta)):.1f} A")
print(f"critical size {2 * W_on / g_on:.0f} formula units")
print(f"Zeldovich factor {zeld_on:.4f}, attachment rate {attach_on:.2e} 1/s")
print(f"nucleation rate: formula {rate_on * 1e8:.3e} per um^2 s")
print(f"nucleation rate: chain   {flux_on * 1e8:.3e} per um^2 s")
print(f"activation energy of I: formula {E_nuc:.2f}, chain {E_numeric:.2f} eV")
print(f"activation energy of edge speed {E_edge:.2f} eV")
print(f"diffusivity there {diffusivity(T_on) * 1e-16:.2e} cm^2/s")
print(f"layer time: formula {diffusion_time(T_on):.3f}, hops {hop_time:.3f} s")
print(f"edge speed {edge_speed(T_on) / 10:.0f} nm/s")
print(f"oldest island radius at 30 s {edge_speed(T_on) * ANNEAL / 1e4:.2f} um")
print(f"rate times anneal {rate_on * ANNEAL * 1e8:.4f} nuclei per um^2")
print(f"t_half/t_diff there {half_time(T_on) / diffusion_time(T_on):.0f}")
print(f"random-disc converted fraction {X_random:.3f} (law 0.500)")
for T in (800, 900, 1000, 1100, 1200):
    print(f"T {T} K: W {barrier(T):.2f} eV, t_half {half_time(T):.2e} s, "
          f"t_diff {diffusion_time(T):.2e} s")
print(f"10-90% window, nucleated: {width:.1f} K (formula {width_formula:.1f} K)")
print(f"10-90% window, constant g: {width_flat:.1f} K")
print(f"10-90% window, layer without barrier: {width_layer:.0f} K")
print(f"full layer without barrier at {T_diff:.0f} K = {T_diff - 273.15:.0f} C")
print(f"control changes at g times {f_cross:.2f}, {T_cross:.0f} K")
print(f"g at that change {drive(T_cross, variant(gmul=f_cross)):.4f} eV")
print(f"W at that change {barrier(T_cross, variant(gmul=f_cross)):.2f} eV")
print(f"W at {T_on:.0f} K if g were 0.5 eV: {W_on * (g_on / 0.5) ** 2:.4f} eV")
print(f"W at {T_on:.0f} K, interface energies halved: {barrier(T_on, soft):.2f} eV")
print(f"amorphous Si (+0.1 eV): layer at {T_amorphous:.0f} K")
print(f"  W {barrier(T_amorphous, amorphous):.2f} eV, critical size "
      f"{2*barrier(T_amorphous, amorphous)/drive(T_amorphous, amorphous):.1f} units")
print(f"volume loss {100 * misfit:.1f} %, unrelaxed strain {E_strain:.4f} eV/unit")
print(f"shift, 20% of misfit unrelaxed: {shift(add=-0.04 * E_strain):+.0f} K")
up = shift(gamma=1.1 * BASE["gamma"], gamma0=1.1 * BASE["gamma0"])
down = shift(gamma=0.9 * BASE["gamma"], gamma0=0.9 * BASE["gamma0"])
print(f"shift, interface energies +10%: {up:+.0f} K, -10%: {down:+.0f} K")
print(f"shift, nucleation prefactor x100: {shift(imul=100):+.0f} K")
print(f"shift, edge speed x3: {shift(vmul=3):+.0f} K, /3: {shift(vmul=1/3):+.0f} K")
print(f"shift, barrier -20% at special sites: {shift(wmul=0.8):+.0f} K")
print(f"start-up time of nucleation {1 / slow_on:.1e} s")
print("PASS")
```

Output:

```
film thickness 50 nm, anneal 30 s
gamma 0.015, gamma0 0.024 eV/A^2
gamma 0.24, gamma0 0.38 J/m^2
contact angle 36.9 deg
shape factor S 0.0560
half-conversion temperature 1032 K = 758 C
kT there 0.0889 eV
driving force g there 0.0406 eV per unit
barrier W: formula 3.0689, saddle search 3.0689 eV
W/kT 34.5, W/3kT 11.5
critical cap radius 29.5 A, base radius 17.7 A
full lens height 11.8 A
critical size 151 formula units
Zeldovich factor 0.0127, attachment rate 7.53e+06 1/s
nucleation rate: formula 8.301e-04 per um^2 s
nucleation rate: chain   8.267e-04 per um^2 s
activation energy of I: formula 7.64, chain 7.64 eV
activation energy of edge speed 1.46 eV
diffusivity there 4.70e-11 cm^2/s
layer time: formula 0.145, hops 0.146 s
edge speed 172 nm/s
oldest island radius at 30 s 5.16 um
rate times anneal 0.0249 nuclei per um^2
t_half/t_diff there 206
random-disc converted fraction 0.499 (law 0.500)
T 800 K: W 3.91 eV, t_half 5.68e+06 s, t_diff 1.68e+01 s
T 900 K: W 3.51 eV, t_half 1.18e+04 s, t_diff 1.60e+00 s
T 1000 K: W 3.17 eV, t_half 1.06e+02 s, t_diff 2.44e-01 s
T 1100 K: W 2.87 eV, t_half 2.66e+00 s, t_diff 5.26e-02 s
T 1200 K: W 2.62 eV, t_half 1.40e-01 s, t_diff 1.46e-02 s
10-90% window, nucleated: 26.6 K (formula 26.8 K)
10-90% window, constant g: 38.2 K
10-90% window, layer without barrier: 128 K
full layer without barrier at 779 K = 506 C
control changes at g times 1.87, 757 K
g at that change 0.0659 eV
W at that change 1.17 eV
W at 1032 K if g were 0.5 eV: 0.0203 eV
W at 1032 K, interface energies halved: 0.38 eV
amorphous Si (+0.1 eV): layer at 733 K
  W 0.28 eV, critical size 4.1 units
volume loss 9.1 %, unrelaxed strain 0.0504 eV/unit
shift, 20% of misfit unrelaxed: +32 K
shift, interface energies +10%: +92 K, -10%: -87 K
shift, nucleation prefactor x100: -38 K
shift, edge speed x3: -19 K, /3: +20 K
shift, barrier -20% at special sites: -64 K
start-up time of nucleation 1.3e-04 s
PASS
```
